# Hydrogen annealing of interface defects: passivation against dissociation

**The argument under review**

The argument concerns an interface with a fixed number of electrically active defect sites, annealed in molecular hydrogen. It runs as follows. A hydrogen molecule that reaches an open site can passivate it. Each such event removes one active defect, so the number of active defects falls exponentially towards zero. A hotter anneal speeds up the reaction and therefore leaves fewer defects. If some defects remain after a long anneal, they must be of a kind that hydrogen cannot reach or cannot bind to.

The first statement is sound. The conclusions do not follow from it, because the argument counts the events that close sites and omits those that reopen them. I ask what the complete count predicts, and under which conditions the original conclusions survive.

**The complete count of events**

Write D for an open site and DH for a passivated one. The two reactions are

$$\mathrm{D+H_2\to DH+H},\qquad \mathrm{DH\to D+H}.$$

I assume identical, independent sites, no creation of new sites, and a hydrogen concentration $c$ at the interface that a reservoir keeps constant. I also assume at first that the released atomic hydrogen escapes before it reacts again; this is examined below. The rate per open site is $a=k_pc$ and the rate per passivated site is $b=k_d$, with

$$k_p=A_pe^{-E_p/k_BT},\qquad k_d=A_de^{-E_d/k_BT}.$$

Let $u$ be the fraction of sites that are open. Closing events lower it at the rate $au$; reopening events raise it at the rate $b(1-u)$. Hence

$$\frac{du}{dt}=-au+b(1-u)=b-(a+b)u .$$

The argument under review keeps the first term alone. Setting the complete right-hand side to zero gives the stationary fraction

$$s=\frac{b}{a+b}.$$

Since $b=(a+b)s$, the rate equation becomes $du/dt=-(a+b)(u-s)$. The difference $u-s$ therefore decays exponentially, and with $u(0)=u_0$

$$u(t)=s+(u_0-s)e^{-(a+b)t}.$$

At any finite temperature $b>0$, so $s>0$. The value $s$ is a floor for a sample that starts above it. A sample that starts below it gains open sites during the anneal. At constant $T$ and $c$ the change is thus monotone in time, but its direction depends on the starting state.

The floor is a mean over many sites. It does not forbid a small device with $N$ sites from having none open at a given moment; for independent sites this has probability $(1-s)^N$.

**A numerical case**

I take round model parameters for a generic defect: $A_p=10^{-7}\ \mathrm{cm^3/s}$, $E_p=1.5$ eV, $A_d=10^{13}\ \mathrm{s^{-1}}$, $E_d=2.5$ eV. The site density is $10^{12}\ \mathrm{cm^{-2}}$ and the reference supply is $c=10^{15}\ \mathrm{cm^{-3}}$. This supply is deliberately low, to make the floor easy to see: an ideal gas of this concentration at 800 K has a pressure of only 11 Pa. The percentages below are therefore not typical values for hydrogen anneals.

At 800 K, $a=0.03552\ \mathrm{s^{-1}}$ and $b=0.001781\ \mathrm{s^{-1}}$, so

$$s=\frac{0.001781}{0.03552+0.001781}=0.0478 .$$

This is $4.8\times10^{10}$ open sites per $\mathrm{cm^2}$. The relaxation time $1/(a+b)$ is 27 s, so an anneal of 300 s has essentially reached the floor. The argument under review would give $e^{-at}=e^{-10.66}\approx2\times10^{-5}$ for the same anneal, too small by a factor of about 2000. A simulation of individual random closing and reopening events gives $0.0476\pm0.0005$ at 300 s, in agreement with the complete formula; the uncertainty is one standard error.

The stationary state is not a state of rest. Per $\mathrm{cm^2}$ and second, $as\times10^{12}\approx1.7\times10^9$ sites close, and $b(1-s)\times10^{12}$, the same number, reopen. The remaining open sites need not be a resistant kind: in this model every site reacts in the same way.

There is a regime in which the argument's exponential is adequate. Starting from $u_0=1$, at 650 K and 1800 s, $at=2.343\times10^{-4}\times1800=0.42$ and $e^{-at}=0.656$, which agrees with the complete result to three digits. The floor there is 0.0018 and has hardly begun to matter. Dropping dissociation is safe while $bt\ll1$ and $e^{-at}\gg s$, and also, whatever $s$, while both $at$ and $bt$ are small. It fails once $e^{-at}$ has fallen to the order of a small floor $s$.

**The role of supply**

From $s=b/(a+b)$ and $1-s=a/(a+b)$,

$$\frac{1-s}{s}=\frac ab=\frac{k_pc}{k_d}.$$

The ratio of passivated to open sites is proportional to the hydrogen concentration. Solving for the concentration that gives a target floor $u_*$,

$$c=\frac{k_d}{k_p}\,\frac{1-u_*}{u_*}.$$

For a floor of 1% at 800 K, the reference concentration must be multiplied by $(b/a)(0.99/0.01)=0.05014\times99=4.96$. The required supply is therefore $5.0\times10^{15}\ \mathrm{cm^{-3}}$.

When $a\gg b$, the floor is approximately $b/a$ and falls as $1/c$. At 700 K and $c=10^{18}\ \mathrm{cm^{-3}}$ it is $6.3\times10^{-6}$. Such a floor is nonzero but may be irrelevant to the device. Whether dissociation matters in practice is a question of numbers, not of principle.

In the opposite limit, $c=0$, passivation stops and $u=1-(1-u_0)e^{-bt}$. Annealing without hydrogen eventually opens all the sites. A comparison shows both effects. Take a sample at its 700 K floor, $u_0=0.0063$, and hold it at 800 K for 60 s. With the reference supply,

$$u=0.0478+(0.0063-0.0478)e^{-60/26.81}=0.043 .$$

The open fraction has risen about sevenfold while hydrogen was present throughout. Without hydrogen it reaches 0.107.

**Why hotter is not uniformly better**

To differentiate with respect to temperature, define $\mathcal D=k_BT^2\,d/dT$. The Arrhenius forms give $\mathcal Da=E_pa$ and $\mathcal Db=E_db$ at fixed $c$. Taking the logarithmic derivative of $s/(1-s)=b/a$ yields

$$\frac{\mathcal Ds}{s(1-s)}=E_d-E_p,\qquad
\frac{ds}{dT}=\frac{s(1-s)(E_d-E_p)}{k_BT^2}.$$

For $E_d>E_p$ the floor rises with temperature, because heating accelerates dissociation by a larger factor than passivation.

Now fix the anneal time $t$ and start with all sites open. With $\tau=(a+b)t$,

$$u=s+(1-s)e^{-\tau}.$$

The derivative of the exponent is

$$\mathcal D\tau=(E_pa+E_db)t=\tau\bar E,\qquad \bar E=(1-s)E_p+sE_d .$$

Differentiating $u$ term by term,

$$\mathcal Du=(1-e^{-\tau})\mathcal Ds-(1-s)e^{-\tau}\mathcal D\tau$$

$$\phantom{\mathcal Du}=(1-s)\left[s(E_d-E_p)(1-e^{-\tau})-\tau e^{-\tau}\bar E\right].$$

The first term in the bracket is the penalty of a rising floor; the second is the gain from faster relaxation. Dividing the bracket by the positive quantity $\tau e^{-\tau}\bar E$ shows that $\mathcal Du$ has the sign of $G-1$, where

$$G=(E_d-E_p)\,\frac{s}{\bar E}\,\frac{e^\tau-1}{\tau}.$$

Each factor can be followed. Because $\bar E=E_p+(E_d-E_p)s$, the derivative of $s/\bar E$ with respect to $s$ is $E_p/\bar E^2>0$. The series $(e^\tau-1)/\tau=1+\tau/2+\tau^2/6+\dots$ increases with $\tau$. Both $s$ and $\tau$ increase with $T$, so $G$ does too. It tends to zero at low temperature, where $s\to0$ and $\tau\to0$. It exceeds one at high temperature, provided the anneal is long enough for $\tau$ to become large there, as it is here. So $G$ crosses one once, and $u$ has a single minimum as a function of temperature.

For an anneal of 1800 s the numbers are:

| $T$ (K) | floor $s$ | $u$ after 1800 s |
|---|---|---|
| 650 | 0.0018 | 0.656 |
| 700 | 0.0063 | 0.062 |
| 750 | 0.0187 | 0.0187 |
| 800 | 0.0478 | 0.0478 |
| 850 | 0.105 | 0.105 |

The two coldest anneals are limited by time, the others by the floor. The minimum lies at 725 K with $u=0.0122$, slightly above the local floor of 0.0111. Direct minimization of the open fraction confirms the condition $G=1$.

A longer anneal raises $G$ at every temperature, so the crossing moves to lower $T$. For 300 s the best temperature is 776 K with $u=0.035$; for 10800 s it is 679 K with $u=0.0041$. More time pays when the temperature is lowered to the new optimum: kept at 776 K, the 10800 s anneal reaches only the floor there, 0.031.

Two conditions enter here. First, if $E_d\le E_p$, the bracket is negative at all temperatures, and a hotter anneal does leave fewer open sites in a sample that starts with all sites open. A sample that starts below its floor can still end with more open sites when annealed hotter, because it approaches the floor faster. Second, $c$ was held fixed. At fixed gas pressure, with a dissolved concentration $c\propto e^{-\Delta H/k_BT}$, the energy $E_p$ must be replaced by $E_p+\Delta H$, since this is then the activation energy of $a$. The proof of a single minimum carries over if $0<E_p+\Delta H<E_d$.

**What is measured after cooling**

If a sample is examined after it has cooled, the floor at the anneal temperature need not be the value found. During cooling $a$ and $b$ depend on time. Let $K(t)=\int_0^t(a+b)\,dt'$. Multiplying $du/dt+(a+b)u=b$ by $e^{K}$ turns the left side into $d(ue^K)/dt$. Integration gives

$$u(t)=u_0e^{-K(t)}+\int_0^t b(t')\,e^{-[K(t)-K(t')]}\,dt'.$$

The first term is the surviving memory of the initial state. The second comes from reopening: the source term $b\,dt'$ of the rate equation at each earlier time $t'$ enters with the weight $e^{-[K(t)-K(t')]}$, the part of its effect that remains at $t$. This second term is positive, so cooling over a finite time does not bring $u$ to zero either.

Starting from the 800 K floor of 0.0478 and cooling to 500 K in the reference supply, the final fraction is 0.046 at 10 K/s, 0.032 at 1 K/s and 0.0096 at 0.1 K/s. These values equal the floors at 797, 778 and 718 K respectively. At 10 K/s the temperature would fall by about 270 K during one 800 K relaxation time, so the hot state is nearly preserved. At 0.1 K/s it falls by less than 3 K in that time, and the sites can follow the falling floor until their reactions become too slow. Slow cooling in hydrogen also removes most of the penalty of a hot anneal. After 1800 s and cooling at 0.1 K/s, the final fraction is 0.0082 from 725 K and 0.0096 from 800, 850 or 900 K alike, whereas at the anneal temperature these samples had 0.012, 0.048, 0.105 and 0.20. The table above therefore describes the state at temperature, or after a fast quench. A report of the residual defect density should state the cooling rate and the ambient during cooling.

**Does the floor depend on the escape of atomic hydrogen?**

The author could object that atomic hydrogen released by dissociation may be captured again. This is a fair objection, and it requires the two reverse reactions:

$$\mathrm{D+H\to DH}\ (k_{cap}),\qquad \mathrm{DH+H\to D+H_2}\ (k_{abs}).$$

Retained hydrogen atoms thus both close and reopen sites. If their concentration is $h$, the total closing rate is $a+k_{cap}h$ and the total reopening rate is $b+k_{abs}h$. In a stationary state the ratio $R=(1-u)/u$ is

$$R=\frac{a+k_{cap}h}{b+k_{abs}h}.$$

Suppose first that no hydrogen atoms escape, while $c$ is still held fixed. Stationarity of $u$ requires

$$-au+k_{abs}h(1-u)+b(1-u)-k_{cap}hu=0 .$$

Stationarity of $h$ requires

$$au-k_{abs}h(1-u)+b(1-u)-k_{cap}hu=0 .$$

Adding and subtracting these equations shows that each reaction balances its own reverse: $b(1-u)=k_{cap}hu$ and $au=k_{abs}h(1-u)$. Hence $R=k_{cap}h/b$ and also $R=a/(k_{abs}h)$. Multiplying the two expressions eliminates $h$:

$$R^2=\frac{a\,k_{cap}}{b\,k_{abs}}\equiv q^2,\qquad h_{eq}=\frac{qb}{k_{cap}} .$$

This is thermodynamic equilibrium. Since $a\propto c$, the ratio $R=q$ grows as $\sqrt c$, as expected when one molecule supplies hydrogen for two sites.

For partial escape, put $r=a/b$ and $x=h/h_{eq}$. Then $k_{cap}h/b=xq$. Since $k_{cap}/k_{abs}=q^2/r$, also $k_{abs}h/b=xr/q$. Dividing the numerator and denominator of $R$ by $b$,

$$R=\frac{r+xq}{1+xr/q}=\frac{q(r+xq)}{q+xr}.$$

The earlier result $R=r$ is recovered when $xq\ll r$ and $xr\ll q$. Full retention, $x=1$, gives $R=q$. Both ratios are finite, so open sites remain in either case.

Take $k_{cap}=2\times10^{-13}$ and $k_{abs}=10^{-13}\ \mathrm{cm^3/s}$, with $10^{17}$ sites per $\mathrm{cm^3}$ of the reacting layer. At 800 K, $r=19.9$ and $q=\sqrt{2r}=6.3$. Integrating the four reactions with an escape rate of $10^6\ \mathrm{s^{-1}}$ gives $x=0.006$ and $u=0.0485$, close to the earlier floor. Without escape $u=1/(1+q)=0.137$. Retention has made passivation worse here. The reason is visible in the rates: near $R=r$, atoms close sites at $k_{cap}hu$ and reopen them at $k_{abs}h(1-u)$, in the ratio $k_{cap}/(k_{abs}r)=2/19.9$. With $k_{cap}/k_{abs}>r$ the effect would have the opposite sign.

The response to supply distinguishes the limits. When $c$ is raised fourfold, the exponent of $R$ as a power of $c$ is 0.50 without escape and 1.00 with the fast escape. At an escape rate of $10^4\ \mathrm{s^{-1}}$ it is 0.83. The floor $b/(a+b)$ should accordingly be called a kinetic steady state, not an equilibrium. These exponents hold at the reference supply, and an exponent near one does not by itself show that the floor $b/(a+b)$ applies. With escape rate $\sigma$ and $n$ sites per volume, the two stationarity conditions combine to $2n[b(1-u)-k_{cap}hu]=\sigma h$. At large $c$, where $u\to0$, this gives $h\to2nb/\sigma$ and $R\to r/(1+2nk_{abs}/\sigma)$. For any nonzero $\sigma$ the exponent therefore tends to one, but $u$ stays above the floor by the factor $1+2nk_{abs}/\sigma$, which is 3 at $\sigma=10^4\ \mathrm{s^{-1}}$.

The escape rates in this example are illustrative and should not be carried over to a real material. There $k_{cap}$ and $k_{abs}$ cannot be chosen freely. The equilibrium relations above give

$$\frac{h_{eq}^2}{c}=\frac{k_pk_d}{k_{cap}k_{abs}},$$

and this must equal the equilibrium constant of $\mathrm{H_2\rightleftharpoons2H}$ in the material. The values chosen here make it about $3\times10^6\ \mathrm{cm^{-3}}$ at 800 K, whereas in the gas it is about $10^{-4}\ \mathrm{cm^{-3}}$. Larger capture and abstraction constants, as a smaller equilibrium constant requires, mean that escape must be much faster before the floor $b/(a+b)$ applies. If both constants are scaled up by the factor of $2\times10^5$ that the gas value requires, the escape rate that brings $u$ within 5% of the floor rises from about $3\times10^5$ to about $6\times10^{10}\ \mathrm{s^{-1}}$. Where escape is too slow, the floors and best temperatures computed earlier do not apply, although a positive floor remains.

**What the author should do**

The inference that residual defects are inaccessible to hydrogen needs evidence of its own. A fraction $g$ of inert open sites would give a stationary total $g+(1-g)s$. The part $g$ does not respond to supply or temperature, whereas $s$ does, and reversibly. I would ask for long anneals at one temperature with several hydrogen concentrations, approached from both a poorly and a well passivated state. If the two end values differ, the anneal was too short. If they agree, a stationary state is still not proved: sites that react very slowly may be open in both starting states and remain open to the end, so that they look inert. The end value should therefore also stay unchanged when the anneal is made much longer. Its extrapolation to large $c$ then estimates the fraction that is inert on the time scale of the experiment, which may exceed the truly inert fraction $g$. The extrapolation must use the right dependence on supply: when few reactive sites are open, their fraction falls as $1/c$ if atomic hydrogen escapes fast, but as $1/\sqrt c$ if it is fully retained. With partial escape it passes from the second form towards the first as $c$ grows, so that neither may fit a given range of $c$. A fit of the wrong form can suggest an inert fraction where there is none.

A real interface may have a spread of barriers. Each class of sites then has its own positive floor, so the average is positive too, but the approach is no longer a single exponential. The proof of one best temperature applies to each class separately and does not by itself extend to their sum.

The claim that hydrogen passivates open sites can stand. The claims of complete removal and of steady improvement with temperature should be withdrawn, or restricted to the regimes identified above; after slow cooling in hydrogen the loss from too hot an anneal may be small. The numerical output below gives the values for the model case.

## Computed results

```
Passivation: prefactor 1.0e-07 cm^3/s, barrier 1.50 eV
Dissociation: prefactor 1.0e+13 1/s, barrier 2.50 eV
Reference H2 concentration 1.0e+15 cm^-3; site density 1.0e+12 cm^-2
800 K, 30 s, initially open: u formula 0.35880, random events 0.35840 (std. error 0.00107)
800 K, 300 s, initially open: u formula 0.04777, random events 0.04763 (std. error 0.00048)
650 K: a 2.343e-04 1/s, b 4.133e-07 1/s, floor 1.761e-03, 1/(a+b) 4.261e+03 s
700 K: a 1.587e-03 1/s, b 1.002e-05 1/s, floor 6.275e-03, 1/(a+b) 6.263e+02 s
750 K: a 8.326e-03 1/s, b 1.588e-04 1/s, floor 1.871e-02, 1/(a+b) 1.179e+02 s
800 K: a 3.552e-02 1/s, b 1.781e-03 1/s, floor 4.776e-02, 1/(a+b) 2.681e+01 s
800 K: floor slope 8.246e-04 1/K; open density at floor 4.776e+10 cm^-2
850 K: a 1.277e-01 1/s, b 1.504e-02 1/s, floor 1.053e-01, 1/(a+b) 7.005e+00 s
H2 1e+14 cm^-3: floor at 700 K 5.939e-02, at 800 K 3.340e-01
H2 1e+15 cm^-3: floor at 700 K 6.275e-03, at 800 K 4.776e-02
H2 1e+16 cm^-3: floor at 700 K 6.310e-04, at 800 K 4.990e-03
H2 1e+17 cm^-3: floor at 700 K 6.314e-05, at 800 K 5.013e-04
H2 1e+18 cm^-3: floor at 700 K 6.314e-06, at 800 K 5.015e-05
H2 needed for floor 0.01 at 800 K: 4.965e+15 cm^-3
From 700 K floor 6.275e-03, then 60 s at 800 K: with H2 0.04333, without H2 0.10699
Anneal 300 s: best T 776.11 K, u there 0.03457, floor there 0.03109
Anneal 1800 s: best T 725.13 K, u there 0.01215, floor there 0.01109
Anneal 10800 s: best T 679.32 K, u there 0.00411, floor there 0.00380
1800 s at 650 K, initially open: u 0.65604
1800 s at 700 K, initially open: u 0.06239
1800 s at 750 K, initially open: u 0.01871
1800 s at 800 K, initially open: u 0.04776
1800 s at 850 K, initially open: u 0.10532
Cooling 800 to 500 K at 10.0 K/s: final u 0.04566, equals floor at 797.4 K
Cooling 800 to 500 K at 1.0 K/s: final u 0.03224, equals floor at 778.1 K
Cooling 800 to 500 K at 0.1 K/s: final u 0.00956, equals floor at 718.4 K
Atomic H: k_cap 2.0e-13, k_abs 1.0e-13 cm^3/s; sites per volume 1.0e+17 cm^-3
800 K: r 19.940, q 6.315, h_eq 5.624e+10 cm^-3
H escape rate 0e+00 1/s: h/h_eq 1.00000, u 0.13670, supply exponent of (1-u)/u 0.5000
H escape rate 1e+04 1/s: h/h_eq 0.41839, u 0.09320, supply exponent of (1-u)/u 0.8265
H escape rate 1e+06 1/s: h/h_eq 0.00602, u 0.04853, supply exponent of (1-u)/u 0.9985
```
